Symmetries and forced zeros of the 9j symbol

Two electrons in a central field carry four angular momenta: orbital momenta l₁, l₂ and spins s₁, s₂. One can couple the orbital momenta together and the spins together, and then combine the two results. One can also couple each orbital momentum to its own spin first. The overlaps between the two sets of states are, up to a positive factor, 9j symbols. Some of these overlaps vanish although every triangle rule is satisfied, and others differ only in sign. Both facts follow from the behaviour of the 9j symbol when its arguments are rearranged.

**Definitions and conventions**

All angular momenta are in units of ħ. Three of them form a triad if their sum is an integer and each lies between the difference and the sum of the other two. For a triad, the 3j symbol is defined by the Clebsch–Gordan coefficient,

(j₁ j₂ j₃; m₁ m₂ m₃) = (−1)^(j₁−j₂−m₃) (2j₃+1)^(−1/2) ⟨j₁m₁ j₂m₂ | j₃,−m₃⟩,   (1)

where the semicolon separates the upper from the lower row. The coefficients are real, with the Condon–Shortley phase: ⟨j₁ j₁, j₂ j₃−j₁ | j₃ j₃⟩ > 0. If the three momenta are not a triad, the 3j symbol is zero.

Let A be a 3×3 array of angular momenta j_ik, with i the row and k the column. Its 9j symbol is

{A} = Σ ∏ᵢ (j_i1 j_i2 j_i3; m_i1 m_i2 m_i3) ∏ₖ (j_1k j_2k j_3k; m_1k m_2k m_3k).   (2)

The sum runs over all nine m_ik. Each m_ik appears twice, with the same sign: once in a row symbol and once in a column symbol. Let S be the sum of all nine j_ik.

**Theorem.** Let every row and every column of A be a triad.

(a) Transposing A leaves {A} unchanged. Permuting the rows by π and the columns by σ multiplies {A} by (sgn π · sgn σ)^S.

(b) These operations and their combinations form a group of 72 elements. Of these, 36 leave {A} unchanged and 36 multiply it by (−1)^S.

(c) If two rows of A are equal, or two columns are equal, and S is odd, then {A} = 0.

S is an integer because the sum of each row is an integer. If some row or column is not a triad, the same is true of every rearranged array, and all the symbols are zero.

**Lemma 1.** Let J = j₁+j₂+j₃. An odd permutation of the columns of a 3j symbol multiplies it by (−1)^J; an even permutation leaves it unchanged.

**Lemma 2.** Reversing the signs of m₁, m₂ and m₃ together multiplies the 3j symbol by (−1)^J.

*Proof.* The idea is to write all 3j symbols of a triad as the coefficients of one polynomial whose symmetry is visible. Represent the state |jm⟩ by

f_m = u^(j+m) v^(j−m) / √[(j+m)! (j−m)!],

and take J₊ = u ∂/∂v, J₋ = v ∂/∂u, J_z = (u ∂/∂u − v ∂/∂v)/2. Differentiation gives

J₊ f_m = (j−m) u^(j+m+1) v^(j−m−1) / √[(j+m)! (j−m)!] = √[(j−m)(j+m+1)] f_(m+1),

which is the standard matrix element. J₋ follows by exchanging u with v and m with −m, and J_z f_m = m f_m. The f_m are declared orthonormal.

Three momenta need three pairs (u_a, v_a), and the total J₊ and J₋ are sums over a. Consider the vector

T = Σ (j₁ j₂ j₃; m₁ m₂ m₃) |j₁m₁⟩|j₂m₂⟩|j₃m₃⟩.

By (1), carrying out the sum over m₁ and m₂ gives

T = (2j₃+1)^(−1/2) Σ (−1)^(j₁−j₂−m₃) |(j₁j₂)j₃,−m₃⟩|j₃m₃⟩.

This has unit norm, since it contains 2j₃+1 orthonormal terms of weight 1/(2j₃+1). It is also a singlet. To see this, apply J₊ to Σ c_m |j,−m⟩|j,m⟩. The state |j,−m+1⟩|j,m⟩ is reached from the terms m and m−1, in both cases with the factor √[(j+m)(j−m+1)]. The result is therefore zero if c_m = −c_(m−1), which is the alternation found in T. A state with total M = 0 that J₊ annihilates has total angular momentum zero.

There is one such singlet up to a factor. Coupling j₁ and j₂ gives each allowed momentum once, and only the momentum j₃ can combine with j₃ to zero.

Now define the bracket [ab] = u_a v_b − v_a u_b. The total J₊ turns it into −u_a u_b + u_a u_b = 0, and the total J₋ turns it into v_a v_b − v_a v_b = 0. Because J₊ and J₋ are first-order derivatives, they obey the product rule and annihilate every product of brackets. Take

P = [12]^(J−2j₃) [23]^(J−2j₁) [31]^(J−2j₂).   (3)

The exponents are non-negative integers because the momenta form a triad. Pair 1 occurs with degree (J−2j₃)+(J−2j₂) = 2j₁, as a spin j₁ requires, and likewise for the others. Hence P is a singlet in the same space as T, and T = N P with a real number N.

The sign of N follows from one component, m₁ = j₁, m₃ = −j₃, m₂ = j₃−j₁. It contains neither v₁ nor u₃, so the brackets contribute [12] → u₁v₂, [23] → u₂v₃ and [31] = u₃v₁ − v₃u₁ → −u₁v₃. The sign in P is (−1)^(J−2j₂) = (−1)^(j₁−j₂+j₃). In (1) the same component has the sign (−1)^(j₁−j₂+j₃) times a positive coefficient. So N > 0, and its size is fixed by the unit norm of T.

Exchange the first two columns, keeping pair a attached to j_a. Formula (3) for the order (j₂, j₁, j₃) reads

P′ = [21]^(J−2j₃) [13]^(J−2j₂) [32]^(J−2j₁).

Each bracket is reversed. The number of sign changes is the sum of the exponents, 3J − 2(j₁+j₂+j₃) = J, so P′ = (−1)^J P. The norm of the polynomial is unchanged, hence so is N, and the 3j symbol is multiplied by (−1)^J. Any other exchange of two columns also reverses all three brackets. An even permutation is a product of two exchanges and gives (−1)^(2J) = 1. This proves Lemma 1.

For Lemma 2, exchange u_a with v_a for all a. The coefficient belonging to (m₁, m₂, m₃) becomes the one belonging to (−m₁, −m₂, −m₃), while each bracket changes sign. Again P is multiplied by (−1)^J. ∎

**Proof of the theorem**

*(a) Transposition.* The row symbols of the transposed array are the column symbols of A, and conversely. After renaming m_ik as m_ki, the sum (2) contains the same six factors in another order.

*Exchange of two rows.* Let the summation variables move with their arguments. The three row symbols are then the same factors in another order. In each column symbol two columns of the 3j symbol have been exchanged. With C_k = j_1k + j_2k + j_3k, Lemma 1 gives the factor (−1)^(C_k), and the product of the three is

(−1)^(C₁) (−1)^(C₂) (−1)^(C₃) = (−1)^S.   (4)

This factor does not depend on the m_ik, so it comes out of the sum.

*Exchange of two columns.* Transpose, exchange two rows, and transpose back. The transpositions contribute no sign and S is unchanged, so the factor is again (−1)^S.

A general π or σ is a product of exchanges, and S is the same at every stage. An even number of exchanges gives 1 and an odd number gives (−1)^S, which is the rule in (a).

*(b)* There are 3! · 3! = 36 pairs (π, σ), and each can be used with or without a transposition. The set is closed, because moving a transposition past a row permutation turns it into a column permutation, and conversely. The 72 operations are different as rearrangements of the nine places. Those without transposition carry rows to rows, and the images of the rows and columns determine π and σ. Those with transposition carry rows to columns, and are distinguished among themselves in the same way. Among the 36 pairs, 18 have sgn π · sgn σ = +1 and 18 have −1. Transposition doubles both numbers.

*(c)* If two rows are equal, exchanging them returns the same array. By (a),

{A} = (−1)^S {A}.

For odd S this reads {A} = −{A}, so {A} = 0. The case of equal columns follows by transposition. ∎

Two equal rows with sum R contribute 2R to S. Since R is an integer, this is even, and S is odd when the sum of the third row is odd. Each column then contains two equal entries j, which add to the integer 2j, so the column sum is an integer only if the entry in the third row is an integer. If the third row contains a zero, its other two entries equal the same integer k, its sum 2k is even, and S is even. A third row containing a zero is therefore never subject to (c).

**Remark 1: the physical origin of the zero**

Let a, b, d, e be four momenta. Couple a, b to c and d, e to f, then c, f to J. Alternatively, couple a, d to g and b, e to h, then g, h to J. The overlap is a sum of products of six Clebsch–Gordan coefficients. It does not depend on M, so it may be summed over M and divided by 2J+1. By (1), each coefficient is

⟨j₁m₁ j₂m₂|jm⟩ = (−1)^(j₁−j₂+m) √(2j+1) (j₁ j₂ j; m₁ m₂ −m).

Using M_c+M_f = M_g+M_h = M, the six sign exponents add to 2a − 2e + c − f + g − h + 4M. To match (2), the signs of all m must be reversed in the symbols for (c, f, J) and (g, h, J). Lemma 2 adds c+f+J and g+h+J, giving in total

2a − 2e + 2c + 2g + 2J + 4M.

Here 4M is even. Modulo 2, 2c equals 2a+2b, 2g equals 2a+2d, and 2J equals 2a+2b+2d+2e. The total is then 8a+4b+4d, which is even, so no sign remains. The two factors √(2J+1) cancel the division by 2J+1, and

⟨(ab)c,(de)f;J | (ad)g,(be)h;J⟩ = √[(2c+1)(2f+1)(2g+1)(2h+1)] {a b c; d e f; g h J}.   (5)

Apply this to two electrons with equal l and equal j, with a = d = l, b = e = s = 1/2 and c = f = j. The other couplings are g = L, the total orbital momentum, and h = S₁₂, the total spin. The array is {l s j; l s j; L S₁₂ J}, with two equal rows. Now exchange the electrons. By (1) and Lemma 1, coupling two equal momenta k to K gives a state of exchange symmetry (−1)^(2k+K). The state built from j and j has symmetry (−1)^(2j+J), and the state built from L and S₁₂ has (−1)^(2l+L+2s+S₁₂). States of opposite exchange symmetry are orthogonal, so the overlap vanishes when

2l + 2s + 2j + L + S₁₂ + J

is odd. This is the sum of the nine arguments. In this setting, part (c) states that a symmetric and an antisymmetric state have no overlap.

**Remark 2: which zeros the symmetries force**

Part (c) covers every zero that follows from the sign rule alone. Suppose that S is odd and A is unchanged by an operation with factor −1.

Without transposition, one of π and σ is odd, hence an exchange, and the other is the identity or a cycle of three. The cube of the operation also leaves A unchanged. It consists of the exchange alone, so two rows or two columns are equal.

With transposition, the condition has the form A_ik = A_(α(k),β(i)), where the product αβ is odd. Define B_ik = A_(i,α⁻¹(k)), which is A with its columns relabelled. Then

B_ik = A_(k,β(i)) = B_(k,ρ(i)), with ρ = αβ.

Since ρ is odd, it is an exchange; number the indices so that it exchanges 1 and 2. Repeated use gives B₁₁ = B₁₂ = B₂₂ = B₂₁ and B₁₃ = B₃₂ = B₂₃. Rows 1 and 2 of B are equal, and therefore so are those rows of A.

**Worked example**

The numbers below were obtained from (2) in double precision. For each ordered triad, the matrix of the total J² of three spins was diagonalized numerically. The eigenvector with eigenvalue zero, with its sign fixed as in (1), supplies the 3j symbols.

Take

A = {1/2 1 3/2; 1 2 2; 1/2 2 5/2}.

The column sums are 2, 5 and 6, so S = 13. The sum gives {A} = −0.0146986. Its square agrees numerically with 7/32400, which corresponds to {A} = −√7/180. Exchanging the first two rows gives the column factors +1, −1 and +1, with product −1, and the computed value becomes +0.0146986. Transposing A, or cycling its rows, returns −0.0146986. The 72 operations produce 72 different arrays here: 36 have the original value and 36 the opposite one.

For a forced zero, take two rows (1, 3/2, 3/2) and the third row (2, 2, 1). The column sums are 4, 5 and 4, and again S = 13. The computed sum is −2.7×10⁻¹⁹, whereas the absolute values of its terms add to 0.029. The terms are thus not individually zero; they cancel. With the third row (0, 1, 1), the column sums are 2, 4 and 4, S = 10, and the symbol is 0.0611.

These two equal rows admit 24 third rows. Seven have an odd sum, and their symbols vanish to within 1.1×10⁻¹⁸. The other 17 have an even sum, and all their symbols are nonzero. The theorem does not require the latter: for even S it makes no statement about whether the symbol vanishes.

**Remark 3: a zero of another kind**

The array

{1/2 1 3/2; 1 3/2 3/2; 3/2 5/2 2}

has S = 13 and no equal rows or columns. Its computed value is nevertheless 1.1×10⁻¹⁸, while the absolute values of the terms add to 0.033. The zero is exact, as the polynomials show.

Use the notation of (5), with a = 1/2, b = d = 1, e = 3/2, c = f = 3/2 and J = 2. The states of highest m for c and f are, up to normalization,

F_c = u_a u_b²,   F_f = [de] u_d u_e².

Both have the required degrees and are annihilated by J₊. Since c = f = 3/2, the state with J = M = 2 is proportional to

Ψ = F_c (J₋F_f) − (J₋F_c) F_f.   (6)

Indeed, J₊J₋ multiplies each highest state by the same number 2·(3/2) = 3, so J₊Ψ = 3F_cF_f − 3F_cF_f = 0.

In the other coupling scheme, g = a+d and h = b+e have their largest possible values. Setting (u_a, v_a) and (u_d, v_d) equal to a common pair x maps polynomials for a and d to polynomials for a single spin a+d. This map commutes with rotations. It therefore annihilates every coupled momentum except a+d, which it preserves, since u_a^(2a) u_d^(2d) becomes a nonzero power of u_x. Setting the pairs of b and e equal to y selects b+e in the same way.

Under both maps, F_c becomes F = u_x u_y² and F_f becomes [xy]F. Since J₋[xy] = 0, equation (6) becomes

Ψ → [xy] {F (J₋F) − (J₋F) F} = 0.

So Ψ has no component with g = 3/2 and h = 5/2, and by (5) the 9j symbol is zero. The cause is again an antisymmetric combination of two equal objects, but they become equal, up to the invariant factor [xy], only after projection onto the largest g and h. No rearrangement of the nine arguments reveals it.
